Thermionic Mobility Limited by Grain Barriers in a Granular Film

**Problem**

A p-type polycrystalline film carries current through grains of length L = 50 nm. Each grain boundary presents a barrier E_b = 50 meV to the holes, measured from the band edge in the neutral interior of the grain. The holes have an isotropic mass m = 0.3 m_e, and the temperature is T = 300 K. Hole energies are counted as positive into the valence band, so the holes can be treated like electrons with charge +q.

(a) Find the current over one boundary when a voltage V_g drops across it, assuming classical emission over the barrier.

(b) Find the low-field mobility and its value in cm²/Vs.

(c) Find the activation energy that an Arrhenius plot of this mobility would show near 300 K.

(d) Take rough values for a polycrystalline germanium film: acceptor density N = 5×10¹⁷ cm⁻³, relative permittivity 16, mobility inside the grains μ_g = 1000 cm²/Vs, light-hole mass 0.043 m_e. Estimate how far the effects left out in (b) move the result.

**Solution**

**(a) Current over one boundary**

Let n be the hole density in the neutral interior. It is assumed low enough for Boltzmann statistics, and the holes arriving at the boundary are assumed to be in local equilibrium. The number of holes per volume with normal velocity between v and v + dv is then

n √(m/(2πkT)) exp(−mv²/(2kT)) dv.

A hole crosses if its normal kinetic energy exceeds E_b, that is, if v > v_b with mv_b²/2 = E_b. Motion parallel to the boundary does not help it across. The one-way particle flux is

Γ = n √(m/(2πkT)) ∫ v exp(−mv²/(2kT)) dv, from v_b to ∞.

With s = mv²/(2kT) we have v dv = (kT/m) ds, and the integral equals (kT/m) exp(−E_b/kT). Therefore

Γ = n v_R exp(−E_b/kT), v_R = √(kT/(2πm)).

The velocity v_R is one quarter of the mean thermal speed √(8kT/(πm)).

Without a voltage the fluxes from the two sides cancel. Let a voltage V_g drop across the boundary, half on each side. Holes coming from the high-potential side see the barrier E_b − qV_g/2, and those from the other side see E_b + qV_g/2. The interior density is the same in both grains, so the net current density is

J = q n v_R [exp(−(E_b − qV_g/2)/kT) − exp(−(E_b + qV_g/2)/kT)]
= 2 q n v_R exp(−E_b/kT) sinh(qV_g/(2kT)).

This holds for q|V_g| ≤ 2E_b. At larger voltage the lower of the two barriers has vanished, and the flux over it no longer grows.

**(b) Mobility**

For qV_g ≪ 2kT the hyperbolic sine equals its argument to leading order:

J = q² n v_R V_g exp(−E_b/kT)/kT.

If the whole voltage drops at the boundaries, the mean field is F = V_g/L. The mobility μ_b is defined by J = q n μ_b F, with n the interior density. Setting V_g = FL and dividing by q n F gives

μ_b = (q L v_R/kT) exp(−E_b/kT) = q L exp(−E_b/kT)/√(2πmkT).

The last form follows from v_R/kT = 1/√(2πmkT).

At 300 K, kT = 25.85 meV and v_R = 4.911×10⁶ cm/s. In the prefactor, kT/q is a voltage:

q L v_R/kT = (50×10⁻⁷ cm)(4.911×10⁶ cm/s)/(0.02585 V) ≈ 950 cm²/Vs.

The exponent is E_b/kT = 50/25.85 = 1.934, and exp(−1.934) = 0.1446. Hence

μ_b ≈ 950 × 0.1446 ≈ 137 cm²/Vs (0.0137 m²/Vs).

Evaluating the flux integrals over wave vector directly, with 0.1 mV across the boundary, also gives 137.3 cm²/Vs.

The linear law requires a small voltage per grain. At fixed barrier, the full expression multiplies μ_b by sinh(u)/u with u = qFL/(2kT). A field of 0.01 MV/cm puts 50 mV across each grain, so u = 50/(2 × 25.85) = 0.97 and the factor is 1.16. This assumes that the voltage shifts the two barriers by exactly half its value each. With depletion layers and a fixed trapped charge, as in (d), the mean of the two barriers rises with voltage and the increase in mobility is smaller.

**(c) Apparent activation energy**

Write β = 1/kT and hold L, m and E_b fixed. Then

μ_b = [qL/√(2πm)] β^(1/2) exp(−βE_b),

d ln μ_b/dβ = 1/(2β) − E_b = −(E_b − kT/2).

The plot shows 50 − 12.9 = 37.1 meV, a quarter less than the barrier. The difference comes from the factor T^(−1/2) in front of the exponential. To recover the barrier within this model, plot ln(μ_b √T) against 1/kT; its slope is −E_b. The mobility itself is 102 cm²/Vs at 250 K and 168 cm²/Vs at 350 K.

**(d) What the formula leaves out**

**Barrier shape.** Holes trapped at the boundary leave negative acceptors uncompensated over a width w on each side. In the depletion approximation the hole potential energy U obeys

d²U/dx² = q²N/ε for 0 < |x| < w,

with U and its slope zero at |x| = w. Integrating twice gives

U(x) = (q²N/(2ε)) (w − |x|)², E_b = q²Nw²/(2ε), w = √(2εE_b/(q²N)).

Here w = 13.3 nm. In this approximation the two layers take up 26.6 nm of the 50 nm grain, and the trapped charge needed is 2wN = 1.33×10¹² elementary charges per cm². Because E_b is only about 2kT, the edge of the layer is not sharp. Holes remaining in the layers lower the trapped charge by about a fifth in this grain (a quarter for an isolated boundary), and the middle of the grain is only approximately neutral, with a hole density near 0.86 N. The estimates that use this profile are therefore rough.

**Tunnelling and reflection.** Let 𝒯(E) be the quantum transmission at normal energy E. The classical factor exp(−E_b/kT) is replaced by

∫ 𝒯(E) exp(−E/kT) dE/kT, from 0 to ∞,

which returns the classical factor when 𝒯 jumps from 0 to 1 at E_b. Solving the Schrödinger equation for the profile above gives a value 1.35 times the classical one. This is the net effect of tunnelling below the top and reflection above it, and it raises the mobility to 185 cm²/Vs. The value depends on the profile: a smooth, self-consistent edge lowers the factor to about 1.28. With a mass 100 times larger and the same profile the ratio falls to 1.05, as expected on approach to the classical limit.

**Resistance inside the grain.** In drift-diffusion the local hole density is n exp(−U/kT) to leading order in the current, so the driving voltage lost in the grain is

V_in = [J/(q n μ_g)] ∫ exp(U/kT) dx = J L ⟨exp(U/kT)⟩/(q n μ_g),

where the brackets denote the average over the grain. A common estimate assigns a further voltage J L/(q n μ_b) to the boundary and adds the two, so that the inverse mobilities add:

1/μ = 1/μ_b + ⟨exp(U/kT)⟩/μ_g = 1/137.3 + 1.68/1000 (cm²/Vs)⁻¹.

This gives μ = 112 cm²/Vs, about 19% below μ_b. The sum is not exact and errs low here, because the average ⟨exp(U/kT)⟩ already contains the barrier. When the free path is short compared with the depletion layer, the mobility approaches μ_g/⟨exp(U/kT)⟩ without the term 1/μ_b.

The mean free path inside the grain, estimated as the mean speed times μ_g m/q, is 33.5 nm. The part of the barrier within kT of its top is 8.1 nm wide, so most holes pass it without a collision, as emission theory requires. But 33.5 nm is not small compared with the 50 nm grain, so the assumed local equilibrium between boundaries is doubtful. It also exceeds the 13.3 nm width of each depletion layer, so drift-diffusion is not justified there and the 112 cm²/Vs is only a rough estimate.

**The zero-barrier limit.** For E_b → 0 the formula gives 950 cm²/Vs, although a boundary without a barrier should add no resistance. The cause is that the arriving flux was taken as the equilibrium flux, while in a current-carrying grain the arriving and leaving fluxes differ. On the left side of the boundary, let F_L be the average of the right-going and the left-going particle flux there; let F_R be the same average on the right side. The net flux j, right-going minus left-going, is the same on both sides. The flux arriving from the left is F_L + j/2, and that from the right is F_R − j/2. With a single transmission probability t,

j = t(F_L + j/2 − F_R + j/2) = t(F_L − F_R) + t j,

j = [t/(1 − t)] (F_L − F_R).

The formula in (b) corresponds to t in place of t/(1 − t). With t = exp(−E_b/kT) = 0.1446, the mobility rises by 1/(1 − 0.1446) = 1.17, to 161 cm²/Vs. This is a low estimate, since the true transmission depends on energy. The holes that cross are the fast ones, which arrive from deeper inside the grain and so carry more of the current than a single probability allows. With the scattering time μ_g m/q, a hole of speed v_b travels about 41 nm between collisions, almost a grain length, and faster holes can cross more than one boundary before they scatter. A rough estimate for thin boundaries and a constant scattering time shows the size of the effect. Holes with |v| > v_b then conduct almost as if the boundaries were absent. Each hole contributes to the mobility in proportion to v², so with x = E_b/kT the share of these holes in μ_g is

(2/√π) √x exp(−x) + erfc(√x) = 0.28.

They alone give about 280 cm²/Vs, twice the value in (b). In the depletion profile the holes slow down near the barrier, and the linearised Boltzmann equation with the same scattering time gives about 260 to 270 cm²/Vs in total, grain scattering included. This excess over the value in (b) fades at E_b ≫ kT only if the grain is also long compared with the free path of the holes that cross.

**Degeneracy.** With Fermi–Dirac statistics, summing over the parallel motion makes the supply of holes at normal energy E proportional to ln(1 + exp(η − E/kT)), where ηkT is the Fermi energy relative to the band edge. Integrating from E_b upward and differentiating with respect to η gives the response ln(1 + exp(η − E_b/kT)). The density is proportional to the Fermi integral F_1/2(η), normalised to approach exp(η) at low density. Relative to the Boltzmann result the mobility changes by

ln(1 + exp(η − E_b/kT))/[exp(−E_b/kT) F_1/2(η)].

For an interior hole density equal to N, η = −2.07 and the factor is 1.03.

**Light holes.** For spherical bands with a common edge the density scales as m^(3/2), and the emitted flux, density times v_R, scales as m. With r = 0.043/0.3 = 0.143, adding the light holes changes the classical flux per hole (tunnelling, which is stronger for light holes, is left out) by the factor

(1 + r)/(1 + r^(3/2)) = 1.08.

**Which density is meant.** With the sharp-edged profile above, the grain-averaged density is 0.79 of the interior density, because the depletion layers hold fewer holes; a smooth edge makes the ratio lower still. If the same conductivity is divided by the average density, the mobility reads 137.3/0.79 = 174 cm²/Vs. Nothing physical has changed; a quoted mobility needs its density stated.

**Reading the result for a real film**

The parameters of (d) are rough values for p-type polycrystalline germanium, and the mass 0.3 m_e is a spherical stand-in for a warped heavy-hole band. For such a film, 137 cm²/Vs is the classical boundary-limited value, not a prediction of the measured mobility. Taken one at a time, the series estimate with grain resistance gives 112 cm²/Vs, which is too low for such short grains, and tunnelling raises it to 185 cm²/Vs. The corrections share the same barrier and the same holes, so their factors should not simply be multiplied. The model also assumes identical boundaries, which real films do not have. A uniform shift of the barrier shows the sensitivity: 45 meV gives 167 cm²/Vs and 55 meV gives 113 cm²/Vs, with all else fixed. The effect of a spread in barriers and grain sizes within one film depends on how the current paths connect, and it is not estimated here. For these parameters the formula thus gives only the order of magnitude of the mobility. Most of the single corrections amount to tens of percent or less, but the lack of local equilibrium between boundaries can change the result by about a factor of two. The combined effect is not computed here. Most of the values used above are collected in the numerical output.

Values computed for the example and the checks

```
INPUTS (polycrystalline germanium film, rough values)
Grain size: 50 nm
Hole mass / electron mass: 0.3
Barrier: 50 meV
Temperature: 300 K
Acceptor density: 5e+17 cm^-3
Relative permittivity: 16
In-grain mobility: 1000 cm2/Vs
Light-hole mass / electron mass: 0.043
MAIN RESULT
Thermal energy kT: 25.85 meV
Barrier / kT: 1.934
Emission velocity v_R: 4.911e+06 cm/s
Prefactor q L / sqrt(2 pi m kT): 949.9 cm2/Vs
Boltzmann factor: 0.1446
Barrier mobility: 137.3 cm2/Vs
Barrier mobility: 0.01373 m2/Vs
Same from flux integrals at 0.1 mV: 137.3 cm2/Vs
SENSITIVITY
Mobility, barrier 45 meV: 166.6 cm2/Vs
Mobility, barrier 55 meV: 113.2 cm2/Vs
Mobility at 250 K: 102.2 cm2/Vs
Mobility at 350 K: 167.6 cm2/Vs
Apparent activation energy: 37.07 meV
NEGLECTED EFFECTS, each taken alone
Depletion width per side: 13.3 nm
Boundary charge density: 1.33e+12 cm^-2
Tunnelling and reflection factor: 1.35
Same factor for 100 times the mass: 1.05
Mobility with tunnelling: 185 cm2/Vs
Grain average of exp(V/kT): 1.68
Mobility with grain interior in series: 112 cm2/Vs
Mean free path in grain: 33.5 nm
Width of barrier top within kT: 8.11 nm
Contact-term factor: 1.17
Mobility with contact term removed: 161 cm2/Vs
Fermi level minus band edge, over kT: -2.07
Degeneracy factor: 1.03
Light-hole factor: 1.08
Average / interior hole density: 0.79
Mobility per average density: 174 cm2/Vs
High field considered: 0.01 MV/cm
Voltage per grain at that field: 50 mV
High-field factor: 1.16
```
